How a higher island density delays second-layer nucleation in surfactant-mediated growth

A crystal surface is growing from a beam of atoms. The arriving atoms diffuse, meet and form flat islands one atom high. An atom that lands on top of an island can complete the layer below if it crosses the island edge. If a high barrier at the edge holds it back, it stays on top until a second atom joins it, and the pair starts a new layer on an unfinished one. Repeated layer after layer, this builds mounds.

A surfactant, a foreign species that stays at the surface during growth, can sometimes restore smoother growth. One might expect that it must then ease the crossing of the edge. It can also act by raising the number of islands: smaller islands touch before their tops have collected a pair. How strong is this effect, and under what conditions does it occur?

**1. The model and its units**

Lengths are measured in lattice spacings and densities per lattice site. The flux F is in monolayers per second, so the deposited coverage is θ = Ft. Nothing evaporates. Two adatoms that meet form a stable pair, and islands are compact, equal discs much larger than one site.

On a square lattice let D be the hop rate in each of the four directions. The mean square displacement after time t is then 4Dt, so D is also the diffusion constant. The step down at an edge has an additional barrier Δ above the terrace hop barrier, and its rate per outward bond is D exp(−Δ/k_BT).

The example uses round parameters and represents no particular material: T = 300 K, F = 0.01 monolayer/s, an attempt rate of 10¹³ s⁻¹ per direction, a hop barrier of 0.35 eV and Δ = 0.25 eV. They give D = 1.32 × 10⁷ s⁻¹ and exp(−Δ/k_BT) = 6.31 × 10⁻⁵.

**2. First contribution: how many islands there are**

Let n be the density of adatoms on the open terrace, N that of islands, and T_c that of empty nucleation centres. A centre is a surfactant site that holds the first adatom reaching it and so becomes an island. In a mean-field description all sinks capture adatoms with the same constant capture number σ:

dn/dt = F(1 − θ) − 2σDn² − σDn(N + T_c)

dN/dt = σDn² + σDnT_c

dT_c/dt = −σDnT_c

The factor 1 − θ appears because only atoms landing on the open terrace feed n. Atoms landing on islands are taken to reach the island edge from above. Each new pair removes two adatoms, hence the factor 2. Islands are not removed from N when they merge, so the equations are used up to touching.

Adding the last two equations gives the growth of the total number of sinks, M = N + T_c:

dM/dt = σDn².

After a short start, supply and capture nearly balance. If also n ≪ M, the pair term in the first equation is small, and

n ≈ F(1 − θ)/(σDM).

Insert this and divide by F, since dθ = F dt:

dM/dθ = (F/σD)(1 − θ)²/M².

Multiplying by 3M² makes the left side the derivative of M³. Integrating from M = T₀, the initial density of centres, gives

M³ = T₀³ + (F/σD)[1 − (1 − θ)³].

Without centres the density tends to

N₀ = (F/σD)^(1/3).

With σ = 5, F/(σD) = 0.01/(5 × 1.32 × 10⁷) = 1.52 × 10⁻¹⁰, so N₀ = 5.33 × 10⁻⁴. The full rate equations give 5.31 × 10⁻⁴ at touching.

A few centres do little. If T₀ = N₀, the final M is 2^(1/3)N₀, a rise of 26%. If T₀ ≫ N₀, the centres set the density. They fill early: with M ≈ T₀ the third equation becomes dT_c/dθ ≈ −(1 − θ)T_c/T₀, so T_c decays over a coverage of about T₀. The example takes T₀ = 0.01, and the integrated island density is 0.010, about 19 times the density without centres.

**3. Second contribution: how long an atom stays on top**

Let s be the descent velocity: an adatom density n_top next to the edge loses s·n_top atoms per unit edge length and time. One atom spread evenly over a disc of radius R has density 1/(πR²). Its escape rate is therefore

2πR·s/(πR²) = 2s/R, so τ = R/(2s).

To connect s with the hop rate, count outward bonds. A large lattice disc has about 2R rows with two ends each and 2R columns with two ends each, 8R bonds in all. Equating 2πRs to 8R·D exp(−Δ/k_BT) gives

s = (4/π)D exp(−Δ/k_BT) = 1.06 × 10³ spacings/s.

The even spreading is an assumption. Crossing the island takes a time of order R²/D, which must be much shorter than τ. Apart from numerical factors this requires Rs/D ≪ 1. For the largest islands considered below, R = 21.7, the value is 0.002.

**4. Third contribution: two arrivals on the same top**

Atoms land on the top at the rate πR²F. If the top is rarely occupied, the probability of finding an atom there is πR²Fτ. A new arrival then meets it almost surely before either escapes, because diffusion on top is fast compared with descent. The nucleation rate per island is the product

Ω = (πR²F)(πR²F)τ = π²F²R⁵/(2s).

Of the five powers of R, four come from the two arrivals and one from the residence time.

This law was tested on a lattice island made of all sites within √20 spacings of its centre. The steady occupation by one walker and the probability that two walkers meet before one leaves were computed from linear equations. The ratio of this rate to the square of the arrival rate times τ, with τ from the actual number of edge bonds, is 0.999 for the example's barrier.

**5. Putting the contributions together**

The material of the first layer is shared by N equal islands, so πR²N = θ and R = (θ/πN)^(1/2). Take N as constant during growth. The expected number of nuclei on one island up to coverage θ is

m(θ) = ∫Ω dt = (1/F)∫Ω dθ = [π²F/(2s)](πN)^(−5/2) ∫₀^θ x^(5/2) dx.

The integral is (2/7)θ^(7/2), and π²·π^(−5/2) = 1/√π. Hence

m(θ) = Fθ^(7/2)/(7√π s N^(5/2)).

The probability p that an island has no nucleus obeys dp/dt = −Ωp, so p = exp(−m). When m is much larger than one, it no longer counts actual nuclei, since the first nucleus captures later atoms. It then says that nucleation happened early.

Islands on a square array have centres 1/√N apart. They touch at

R_x = 1/(2√N), θ_x = πR_x²N = π/4 = 0.785.

The touching coverage does not depend on N. At fixed flux, therefore, the time available is also the same, and the whole effect of N comes from R⁵ in Ω:

m_x = F(π/4)^(7/2)/(7√π s N^(5/2)).

With (π/4)^(7/2) = 0.429, 7√π = 12.4 and F/s = 9.43 × 10⁻⁶, the seeded surface has

m_x = 0.429 × 9.43 × 10⁻⁶ × 10⁵/12.4 = 0.033.

About 3% of the islands carry a nucleus when they touch. Without centres the same formula gives 50. Integrating the rate equations gives 55, because N is still rising during growth, so the islands are larger at early times than the final density suggests.

The contributions can now be weighed. The density ratio is 0.01/(5.33 × 10⁻⁴) = 18.8. At equal coverage the island area falls by this factor, and the two arrivals together contribute 18.8² ≈ 350. The residence time, proportional to R, contributes √18.8 ≈ 4.3. Their product is about 1500. Most of the gain comes from fewer arrivals on each top, and the easier escape from a smaller island adds a modest factor.

Since m_x ∝ 1/s, a lower barrier could do the same at the original density. The reduction needed, with the integrated values, is

k_BT ln(54.5/0.0326) = 0.0259 eV × 7.42 = 0.19 eV,

out of an additional barrier of 0.25 eV. This is only a rough estimate, and it errs on the high side: with the remaining 0.06 eV, Rs/D at touching is about 3, outside the range of the formula. Two atoms on a top then often leave without meeting, the formula overestimates nucleation by a factor of about three, and a reduction of about 0.17 eV would suffice. In the seeded case the barrier has not changed at all.

**6. The race between two radii**

Define the critical radius R_c by m = 1. Inserting θ = πNR² into m(θ) gives

m = F(πN)^(7/2)R⁷/(7√π s N^(5/2)) = π³FNR⁷/(7s),

R_c = [7s/(π³FN)]^(1/7).

The critical radius is not a fixed property of the barrier. It shrinks when N rises, because each island then grows more slowly and spends longer at every size. But it shrinks only as N^(−1/7), while the touching radius shrinks as N^(−1/2). Their ratio R_c/R_x grows as N^(5/14).

Without centres, R_c = 12.4 and R_x = 21.7 spacings: the second layer comes first. With centres, R_c = 8.2 and R_x = 5.0: the islands touch first. In the seeded case R_c is an extrapolation, since separate discs never reach that size.

The crossover follows from R_c = R_x. Setting R = 1/(2√N) and m = 1,

π³FN/(7s) = 2⁷N^(7/2), so N* = 2^(−14/5)[π³F/(7s)]^(2/5).

This gives N* = 0.0025 per site, about five times N₀. Varying the density of centres in the full rate equations until m = 1 at touching gives the same value to within 1%. At N* a fraction 1 − e⁻¹, or 63%, of the islands already carries a nucleus at touching, so a useful density must lie well above N*.

Real islands are unequal. If an island collects from an area A instead of 1/N, then R² = θA/π and its m is proportional to A^(5/2). Twice the mean area gives 5.7 times the nuclei, or 0.18 in the seeded example. Because A^(5/2) is a convex function, a spread of areas raises the average m above the equal-island value.

**7. The opposing contribution: slower diffusion**

A surfactant can also raise N by slowing the adatoms. Suppose that D is multiplied by q < 1 on the terrace and on the island tops, while F, σ and Δ are held fixed. Then s is multiplied by q as well, and N₀ by q^(−1/3). From m_x ∝ 1/(sN^(5/2)),

m_x → m_x · q^(−1) · q^(5/6) = m_x · q^(−1/6).

As long as the tops are rarely occupied, the higher density helps, but the longer stay on top costs slightly more. To reach N₀ = 0.01, q must be 1.52 × 10⁻⁴, which corresponds to a hop barrier higher by 0.23 eV. In the formula, the density then lowers m_x by a factor of about 1500, and the residence time raises it by about 6600, so m_x becomes 4.3 times as large.

This factor must not be read as a count of nuclei or as a measure of how much earlier the second layer starts, because the tops are no longer rarely occupied: at touching, πR²Fτ would be about 12. Counting arrivals is safer here. Up to coverage θ, the top of an island receives on average ∫(θ/N)dθ = θ²/(2N) atoms. With N = 0.01 this reaches two at θ = 0.2, and somewhat sooner in fact, since N is still rising at that coverage. The start is thus close to the one without slowing. The island radius is then 2.5 spacings, and an atom needs about 8 s to leave, while the next one arrives after about 5 s. Many tops therefore collect a pair long before the islands touch at θ = 0.785. The same density that protects the first layer when centres supply it gives no protection here.

The numerical output also lists the factor obtained by integrating Ω with the full rate equations, 4.7 instead of 4.3. It differs mainly because the pair term neglected in section 2 lowers the island density by about 3%, and it has the same limited meaning.

Raising the flux has the same leading-order behaviour. At fixed D and s, N₀ ∝ F^(1/3), so m_x ∝ F·F^(−5/6) = F^(1/6), again only while the tops are rarely occupied.

One could instead slow D and hold s fixed. But then the additional barrier has been lowered, here by 0.23 eV to about 0.02 eV. This is the explanation that was to be avoided. It also leaves the range of the formula: s/D becomes (4/π)exp(−0.023/0.0259) ≈ 0.5, and Rs/D at touching is about 2.6, no longer small.

**8. What remains after the islands touch**

Touching does not complete the layer, since discs on a square array leave 21% of the surface open. Can atoms on the connected layer still descend into these holes?

At touching, the edge length per site is N·2πR_x = π√N. Per site of the layer, which covers π/4 of the surface, it is 4√N = 0.4. Let n₂ and N₂ be the adatom and island densities on the connected layer, and hold the edge length fixed:

dn₂/dt = F − 2σDn₂² − σDn₂N₂ − 4√N·s·n₂, dN₂/dt = σDn₂².

Descent and capture by second-layer islands are equal when N₂ = 4√N·s/(σD) = 0.4 × 1060/(6.6 × 10⁷) ≈ 6 × 10⁻⁶. This is about a hundredth of N₀. Such small and sparse islands capture less than σ = 5 assumes, so the true value may be a few times higher, but it remains far below N₀. Integrated over the remaining 0.215 monolayer with σ = 5, starting with no second-layer islands, only 2% of the atoms landing on the connected layer descend. The few nuclei already present at touching lower this fraction, while a capture number below 5 raises it. The narrow necks between discs that have just touched slow the transport to the second-layer islands and raise it as well. With all of these the fraction stays below about a tenth.

The holes are therefore filled mainly by direct deposition. If the second layer starts at coverage θ_s, the uncovered fraction h is 1 − θ_s at that moment. Without further descent it obeys dh/dθ = −h, and at one monolayer

h = (1 − θ_s)exp[−(1 − θ_s)].

For θ_s = π/4 this is 0.17. Without centres, m reaches one at θ_s = 0.20, and h = 0.36. If no atom ever descended, θ_s would be zero and h = 1/e = 0.37. For equal discs on a square array, the centres thus halve the uncovered fraction, but they do not produce a perfect layer. The gain is smaller when the centres lie at irregular positions, because close neighbours touch earlier. It is also smaller when the islands are only about ten sites wide, because single atoms can then bridge the last narrow gaps before ideal discs would touch. "Layer-by-layer" here means that the second layer starts after the first has connected. How the holes develop over many layers is not settled by this calculation.

**9. A simulation with small islands**

The causes can be separated in a kinetic Monte Carlo simulation, which follows single atoms and uses no capture numbers. It has 50 × 50 sites with periodic edges, a step factor exp(−Δ/k_BT) = 0.001, and D/F = 2 × 10⁵, or 500 for slow diffusion. Atoms reaching an island move along its edge towards better-bound sites. Centres, where present, occupy every fifth site in both directions. Each entry averages only two runs. Single runs scatter by about 0.005 to 0.007 in (b) and up to 0.01 in (c), so smaller differences are not significant.

Columns: (a) islands per site at 0.15 monolayer; (b) atoms above the first layer, per site, at 0.4 monolayer; (c) uncovered fraction at 1 monolayer.

case: (a), (b), (c)
no centres: 0.005, 0.054, 0.355
centres on the terrace: 0.032, 0.023, 0.320
centres also active on tops: 0.032, 0.061, 0.359
slow diffusion: 0.021, 0.067, 0.360

A useful scale for (b) is the case in which every atom stays where it lands. The uncovered fraction is then exp(−θ), and the atoms above the first layer number θ − 1 + exp(−θ) = 0.070 at θ = 0.4. Terrace centres reduce this to a third. The other three cases lie at about three quarters of it or above.

The third case has the same island density at 0.15 monolayer as the second, yet the benefit is gone: a centre on an island top holds the first atom that reaches it until others arrive. A higher island density is therefore not sufficient. In these simulations the benefit appears only when the centres leave the tops alone. Slow diffusion also raises the density, to four times that without centres, and brings no benefit.

The late stage is much less favourable than section 8 suggests. With terrace centres the uncovered fraction at one monolayer is 0.32, only about 10 to 13% below the value without centres. The islands merge too early: their number per site falls from 0.032 at 0.15 monolayer to 0.016 at 0.4 and 0.007 at 0.6. At 0.4 monolayer the cell of twenty-five sites around each centre holds on average ten atoms, so the narrowest gap beside an island that is still separate is typically only one or two sites wide. By the rules of the simulation, an atom that enters a one-site gap binds to both islands and joins them. How much of the early merging this explains was not tested. The case also lies nearer to the crossover than the example: with s/F = (4/π) × 0.001 × 2 × 10⁵ ≈ 255 and N = 0.04, the disc formula gives m_x ≈ 0.4. The density counted at 0.15 monolayer is only 0.032, because some centres are still empty and some islands have already merged, and with this value m_x ≈ 0.7. Read backwards, the hole formula with h = 0.32 gives θ_s ≈ 0.44 instead of 0.785. The disc model thus needs islands many sites wide, and very dense centres work against that condition.

**10. Real surfaces**

Antimony on the (111) surface of silver is a known case in which a surfactant raises the island density and makes growth more layer-like. The example is not a model of it. Reported values of the additional barrier on clean Ag(111) lie roughly between 0.1 and 0.15 eV, well below the 0.25 eV used here. With D and N held at the example's values, a barrier of 0.1 eV would raise s by exp(0.15/0.0259) ≈ 330 and lower m_x without centres from 55 to about 0.2. This is a rough estimate, too high by about a factor of two, since Rs/D at touching is then about 0.6 and two atoms on a top no longer meet with certainty. On most islands the second layer would then already wait for coalescence. This conclusion is sensitive to the barrier: with 0.15 eV instead of 0.1 eV, m_x would be about one. It also does not describe the real surface, since clean Ag(111) grows in multilayers at room temperature. The example's island density and the assumption of stable pairs need not hold there. The terrace hop barrier on that surface is also lower than 0.35 eV, which changes D and N₀, so the example's numbers should not be carried over.

One assumption that has to be checked for a real surfactant is that centres act on the terrace alone. A surfactant floats to the new surface as growth proceeds. If it reaches the island tops early and binds adatoms there, the third simulated case applies. If it mainly slows diffusion everywhere at an unchanged additional barrier, section 7 applies, and the higher density is no sign of smoother growth. A measured rise in island density therefore does not identify the mechanism. One also has to know how the surfactant changes the time an atom spends on an island top.

The numerical output below lists the values used here, with further digits.

Computed values

```
temperature: 300 K
flux F: 0.01 monolayer/s
attempt rate per direction: 1e+13 1/s
hop barrier: 0.35 eV
additional step barrier: 0.25 eV
capture number sigma: 5
thermal energy: 0.02585 eV
diffusion D: 1.319e+07 sites/s
step factor exp(-barrier/kT): 6.312e-05
descent velocity s: 1060 spacings/s
walkers: exact/formula rate, example barrier: 0.9994
walkers: exact/formula rate, simulation barrier: 0.9902
bare island density, formula: 0.0005332 per site
bare island density at touching, integrated: 0.0005305 per site
density of centres: 0.01 per site
seeded island density, integrated: 0.01 per site
bare touching radius: 21.65 spacings
bare critical radius, formula: 12.39 spacings
bare critical radius, integrated: 12.41 spacings
seeded touching radius: 5 spacings
seeded critical radius: 8.152 spacings
bare nuclei per island, formula: 49.71
bare nuclei per island, integrated: 54.54
seeded nuclei per island, formula: 0.03264
seeded nuclei per island, integrated: 0.03264
seeded fraction of islands nucleated: 0.03211
crossover density, formula: 0.002544 per site
crossover density, integrated: 0.002537 per site
equivalent barrier reduction: 0.1919 eV
slow case: factor on D: 0.0001516
slow case: rise of hop barrier: 0.2273 eV
slow case: island density, integrated: 0.009652 per site
slow case: nuclei per island, integrated: 256.8
slow case: nuclei, slow/bare, integrated: 4.708
slow case: nuclei, slow/bare, power law: 4.331
slow case: relative excess over power law: 0.08725
bare coverage at second-layer start: 0.2035 monolayer
coverage at touching: 0.7854 monolayer
descending fraction after touching: 0.02103
holes at 1 ML, bare, no late descent: 0.3591
holes at 1 ML, seeded, no late descent: 0.1732
simulation: 50 x 50 sites, 2 runs, step factor 0.001
simulation D/F: 200000; slow case 500 (sites)
columns: separate islands/site at 0.15, 0.4, 0.6 ML;
  upper atoms/site at 0.4, 0.6 ML; uncovered fraction at 1 ML
no centres: 0.0050 0.0032 0.0022 0.0544 0.1326 0.3548
terrace centres: 0.0322 0.0162 0.0066 0.0230 0.0950 0.3204
centres on tops too: 0.0322 0.0196 0.0076 0.0614 0.1384 0.3592
slow diffusion: 0.0208 0.0120 0.0044 0.0668 0.1416 0.3598
```
